# Why ellipsometric angles of a transparent film repeat with thickness: a numerical check

```python
# Result under test: the ellipsometric angles Psi, Delta of a transparent film
# repeat when its thickness grows by D = lambda / (2 sqrt(n^2 - sin^2 theta)).
# n: film index; theta: incidence angle in air; lambda: vacuum wavelength.
# rho = r_p / r_s = tan(Psi) exp(i Delta); time factor exp(+i omega t), index n - ik.
# Independent road: numerical integration of the s and p wave equations upward
# through the film, which gives rho at every thickness without any film formula.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

wavelength = 632.8            # nm
n_film = 1.65
theta = np.radians(70.0)
N_substrate = 3.9 - 0.02j     # rough typical value for silicon
growth_per_cycle = 0.1        # nm, rough typical value
d_start = 50.0                # nm
k0 = 2 * np.pi / wavelength


def substrate_fields(N, angle):
    """Tangential fields of the wave going down into the substrate."""
    w = np.sqrt(N**2 - np.sin(angle)**2 + 0j)
    return np.array([1, 1j * w, 1, 1j * w / N**2], dtype=complex)


def integrate_fields(N_o, N_e, angle, start, d_max):
    """Fields versus height; N_o in-plane index, N_e index along the normal."""
    eps_o, eps_e, s2 = N_o**2, N_e**2, np.sin(angle)**2

    def slope(x, y):
        return np.array([y[1], -(eps_o - s2) * y[0],
                         eps_o * y[3], -(1 - s2 / eps_e) * y[2]])
    return solve_ivp(slope, (0, k0 * d_max), start, method="DOP853",
                     rtol=1e-11, atol=1e-13, max_step=0.05,
                     dense_output=True).sol


def film_amplitudes(N=n_film, angle=theta, start=None, N_e=None, d_max=600.0):
    """Return a function of thickness giving (r_p, r_s) from the integration."""
    if start is None:
        start = substrate_fields(N_substrate, angle)
    sol = integrate_fields(N, N if N_e is None else N_e, angle, start, d_max)
    w_air = np.cos(angle)

    def amplitudes(d):
        E, F, H, G = sol(k0 * np.asarray(d, dtype=float))
        r_s = (1j * w_air * E - F) / (1j * w_air * E + F)
        r_p = (1j * w_air * H - G) / (1j * w_air * H + G)
        return r_p, r_s
    return amplitudes


def ratio_function(**options):
    amplitudes = film_amplitudes(**options)

    def rho(d):
        r_p, r_s = amplitudes(d)
        return r_p / r_s
    return rho


def find_return(rho):
    """Search for the added thickness that brings rho back."""
    target = rho(d_start)
    steps = np.arange(5.0, 300.0, 0.5)
    guess = steps[np.argmin(abs(rho(d_start + steps) - target))]
    return minimize_scalar(lambda h: abs(rho(d_start + h) - target),
                           bounds=(guess - 1, guess + 1), method="bounded",
                           options={"xatol": 1e-9}).x


def period(n, angle):
    return wavelength / (2 * np.sqrt(n**2 - np.sin(angle)**2))


def angles(value):
    return np.degrees(np.arctan(abs(value))), np.degrees(np.angle(value)) % 360


def angle_change(new, old):
    return (angles(new)[0] - angles(old)[0], np.degrees(np.angle(new / old)))


# Closed form of rho from interface amplitudes and the multiple-reflection sum
w0 = np.cos(theta)
w1 = np.sqrt(n_film**2 - np.sin(theta)**2)
w2 = np.sqrt(N_substrate**2 - np.sin(theta)**2)
e1, e2 = n_film**2, N_substrate**2
p01 = (e1 * w0 - w1) / (e1 * w0 + w1)
p12 = (e2 * w1 - e1 * w2) / (e2 * w1 + e1 * w2)
s01 = (w0 - w1) / (w0 + w1)
s12 = (w1 - w2) / (w1 + w2)
D = period(n_film, theta)
rho = ratio_function()
grid = np.linspace(0, 500, 101)
X = np.exp(-2j * k0 * w1 * grid)
closed = ((p01 + p12 * X) / (1 + p01 * p12 * X)
          * (1 + s01 * s12 * X) / (s01 + s12 * X))
closed_error = np.max(abs(closed - rho(grid)))
assert closed_error < 1e-7

# The return found by search agrees with the derived period
D_found = find_return(rho)
assert abs(D_found - D) < 1e-4
assert round(D) == 233
repeat_error = np.max(abs(rho(grid[:60] + D) - rho(grid[:60])))
assert repeat_error < 1e-7

# No reading occurs twice within a period
n0, n1, n2 = p01, p12 + p01 * s01 * s12, p12 * s01 * s12
m0, m1, m2 = s01, s12 + p01 * p12 * s01, p01 * p12 * s12
A, B, C = n1 * m0 - n0 * m1, n2 * m0 - n0 * m2, n2 * m1 - n1 * m2
assert abs(A) > 2 * abs(B) + abs(C)
loop_d = np.arange(180) * D / 180
loop_rho = rho(loop_d)
loop_X = np.exp(-2j * np.pi * np.arange(180) / 180)
Xi, Xj = loop_X[:, None], loop_X[None, :]
M = m0 + m1 * loop_X + m2 * loop_X**2
difference = loop_rho[:, None] - loop_rho[None, :]
factored = (Xi - Xj) * (A + B * (Xi + Xj) + C * Xi * Xj) / (M[:, None] * M[None, :])
assert np.max(abs(difference - factored)) < 1e-7
distinct = ~np.eye(180, dtype=bool)
closest = np.min(abs(difference[distinct]) / abs((Xi - Xj)[distinct]))
assert closest > 0.05

# Other substrates: metal-like, and silicon with a 1.5 nm oxide interlayer
metal = substrate_fields(0.2 - 3.5j, theta)
oxide = integrate_fields(1.46, 1.46, theta,
                         substrate_fields(N_substrate, theta), 1.5)(k0 * 1.5)
D_metal = find_return(ratio_function(start=metal))
D_oxide = find_return(ratio_function(start=oxide))
assert abs(D_metal - D) < 1e-4 and abs(D_oxide - D) < 1e-4

# Sensitivities against differences of searched returns
dD_dn = -n_film * D / w1**2
dD_dtheta = D * np.sin(theta) * np.cos(theta) / w1**2
h_n, h_t = 0.01, np.radians(0.5)
numeric_n = (find_return(ratio_function(N=n_film + h_n))
             - find_return(ratio_function(N=n_film - h_n))) / (2 * h_n)
numeric_t = (find_return(ratio_function(angle=theta + h_t))
             - find_return(ratio_function(angle=theta - h_t))) / (2 * h_t)
assert abs(numeric_n / dD_dn - 1) < 2e-3
assert abs(numeric_t / dD_dtheta - 1) < 2e-3

# Second incidence angle separates thicknesses that agree at the first
theta_b = np.radians(60.0)
rho_b = ratio_function(angle=theta_b)
change_b = angle_change(rho_b(d_start + D), rho_b(d_start))
assert max(abs(np.array(change_b))) > 0.5

# Neglected effects, with rough sizes
k_film, birefringence, spread = 1e-3, 1e-3, 0.01
rho_abs = ratio_function(N=n_film - 1j * k_film)
change_abs = angle_change(rho_abs(d_start + D), rho_abs(d_start))
rho_bi = ratio_function(N_e=n_film + birefringence)
change_bi = angle_change(rho_bi(d_start + D), rho_bi(d_start))
assert abs(rho_abs(d_start + D) - rho_abs(d_start)) > 100 * repeat_error
assert abs(rho_bi(d_start + D) - rho_bi(d_start)) > 100 * repeat_error
spot_d = (d_start + D) * (1 + spread * np.linspace(-0.5, 0.5, 201))
rp, rs = film_amplitudes()(spot_d)
Jpp, Jss = np.mean(abs(rp)**2), np.mean(abs(rs)**2)
Jps = np.mean(rp * np.conj(rs))
polarization = np.sqrt(1 - 4 * (Jpp * Jss - abs(Jps)**2) / (Jpp + Jss)**2)
heating, dn_dT = 200.0, 1e-5
change_round = angle_change(rho(d_start + 233.0), rho(d_start))

print(f"wavelength = {wavelength} nm, incidence = {np.degrees(theta):.1f} deg")
print(f"film index = {n_film}, substrate index = {N_substrate:.2f}")
print(f"sin^2(theta) = {np.sin(theta)**2:.6f}, n^2 = {e1:.6f}")
print(f"w = sqrt(n^2 - sin^2 theta) = {w1:.6f}")
print(f"angle inside film = {np.degrees(np.arcsin(np.sin(theta)/n_film)):.2f} deg")
print(f"period D from formula = {D:.4f} nm")
print(f"period from wave-equation search = {D_found:.4f} nm")
print(f"normal-incidence value lambda/(2n) = {wavelength/(2*n_film):.2f} nm")
print(f"search, metal-like substrate 0.2-3.5i = {D_metal:.4f} nm")
print(f"search, 1.5 nm oxide (index 1.46) below film = {D_oxide:.4f} nm")
print(f"air-film amplitudes: p {p01:.4f}, s {s01:.4f}")
print(f"film-substrate amplitudes: p {p12:.4f}, s {s12:.4f}")
print(f"largest |closed form - integration| of rho = {closed_error:.1e}")
print(f"largest |rho(d+D) - rho(d)| = {repeat_error:.1e}")
print(f"|A| = {abs(A):.4f}, |B| = {abs(B):.4f}, |C| = {abs(C):.4f}")
print(f"2|B| + |C| = {2*abs(B)+abs(C):.4f}")
print("thickness (nm), Psi (deg), Delta (deg) at 70 deg:")
for d in (0.0, 50.0, 100.0, 150.0, 200.0, D, d_start + D, d_start + 2 * D):
    psi, delta = angles(rho(d))
    print(f"  {d:8.3f}  {psi:7.3f}  {delta:8.3f}")
print(f"phase thickness beta at 50 nm = {np.degrees(k0*w1*d_start):.2f} deg")
print(f"growth = {growth_per_cycle} nm/cycle; cycles per period = "
      f"{D/growth_per_cycle:.0f}")
print(f"using 233.0 nm: change Psi {change_round[0]:.3f}, "
      f"Delta {change_round[1]:.3f} deg")
print(f"period at 60 deg incidence = {period(n_film, theta_b):.3f} nm")
print("thickness (nm), Psi (deg), Delta (deg) at 60 deg:")
for d in (d_start, d_start + D):
    psi, delta = angles(rho_b(d))
    print(f"  {d:8.3f}  {psi:7.3f}  {delta:8.3f}")
print(f"dD/dn = {dD_dn:.2f} nm per unit index (search {numeric_n:.2f})")
print(f"dD/dtheta = {np.radians(dD_dtheta):.4f} nm/deg "
      f"(search {np.radians(numeric_t):.4f})")
print(f"index error +0.01: D shifts by {0.01*dD_dn:.3f} nm")
print(f"angle error +0.1 deg: D shifts by {np.radians(0.1)*dD_dtheta:.3f} nm")
print(f"heating {heating:.0f} K at dn/dT = {dn_dT:.0e} per K: "
      f"D shifts by {heating*dn_dT*dD_dn:.3f} nm")
print("changes from 50 nm to 50 nm + D in a non-ideal film:")
print(f"  absorption k = {k_film}: Psi {change_abs[0]:.3f}, "
      f"Delta {change_abs[1]:.3f} deg")
print(f"  birefringence {birefringence}: Psi {change_bi[0]:.3f}, "
      f"Delta {change_bi[1]:.3f} deg")
print(f"thickness spread {100*spread:.0f} % (full width) at {d_start+D:.1f} nm: "
      f"depolarization {1-polarization:.1e}")
print("verified")
```

It prints:

```
wavelength = 632.8 nm, incidence = 70.0 deg
film index = 1.65, substrate index = 3.90-0.02j
sin^2(theta) = 0.883022, n^2 = 2.722500
w = sqrt(n^2 - sin^2 theta) = 1.356273
angle inside film = 34.72 deg
period D from formula = 233.2863 nm
period from wave-equation search = 233.2863 nm
normal-incidence value lambda/(2n) = 191.76 nm
search, metal-like substrate 0.2-3.5i = 233.2863 nm
search, 1.5 nm oxide (index 1.46) below film = 233.2863 nm
air-film amplitudes: p -0.1859, s -0.5972
film-substrate amplitudes: p 0.3338-0.0021j, s -0.4724+0.0021j
largest |closed form - integration| of rho = 2.4e-14
largest |rho(d+D) - rho(d)| = 1.1e-14
|A| = 0.2489, |B| = 0.0508, |C| = 0.0492
2|B| + |C| = 0.1508
thickness (nm), Psi (deg), Delta (deg) at 70 deg:
     0.000   10.704   179.204
    50.000   24.550    86.067
   100.000   53.872    55.585
   150.000   38.939   293.313
   200.000   18.543   255.749
   233.286   10.704   179.204
   283.286   24.550    86.067
   516.573   24.550    86.067
phase thickness beta at 50 nm = 38.58 deg
growth = 0.1 nm/cycle; cycles per period = 2333
using 233.0 nm: change Psi -0.102, Delta 0.241 deg
period at 60 deg incidence = 225.283 nm
thickness (nm), Psi (deg), Delta (deg) at 60 deg:
    50.000   27.062   124.488
   283.286   28.690   117.174
dD/dn = -209.26 nm per unit index (search -209.28)
dD/dtheta = 0.7114 nm/deg (search 0.7113)
index error +0.01: D shifts by -2.093 nm
angle error +0.1 deg: D shifts by 0.071 nm
heating 200 K at dn/dT = 1e-05 per K: D shifts by -0.419 nm
changes from 50 nm to 50 nm + D in a non-ideal film:
  absorption k = 0.001: Psi -0.066, Delta -0.197 deg
  birefringence 0.001: Psi 0.018, Delta -0.087 deg
thickness spread 1 % (full width) at 283.3 nm: depolarization 9.3e-05
verified
```
